**Charge-transfer red shift from TiCl4 to TiI4**

The program examines the rule $\sigma=K(\chi_X-\chi_M)$, where $\sigma$ is the wavenumber of the first charge-transfer band, $K=30000$ cm$^{-1}$, and $\chi_X$ and $\chi_M$ are the optical electronegativities of halide and metal. With 3.0 for chloride and 2.5 for iodide, the rule gives a red shift of 15000 cm$^{-1}$, or 1.86 eV. An independent PBE calculation with half an electron moved from the halogen set $t_1$ to the metal set $e$ gives about 12600 cm$^{-1}$, and the program asserts agreement with the rule within 30%. It also asserts that the half-electron energy of TiCl4 matches a difference of total energies within 0.1 eV, and that the shift is stable against a larger basis (within 1500 cm$^{-1}$) and a finer grid at fixed density (within 200 cm$^{-1}$). For spin–orbit coupling of strength $\zeta$ in the halogen $p$ shells, diagonalization of a model ligand shell confirms the first-order levels $+\zeta/4$ and $-\zeta/2$. For the two values of $\zeta$ used, it also confirms that the top level rises by between $\zeta/4$ and $\zeta/2$. The output sizes the neglected effects: up to 3000 cm$^{-1}$ from rounding, about $-1200$ cm$^{-1}$ from the ligand field, and 950 to 2350 cm$^{-1}$ from spin–orbit coupling.

## Program and output

```python
# Result under test: the first charge-transfer band of a tetrahedral titanium(IV)
# halide follows sigma = K*(chi_X - chi_M), K = 30000 cm^-1, so that going from
# chloride (chi_X = 3.0) to iodide (chi_X = 2.5) lowers it by about 15000 cm^-1.
# chi_X, chi_M: optical electronegativities of halide and metal.
# Independent road: PBE calculations with half an electron moved from the
# halogen lone-pair set t1 to the metal set e (Slater transition state).
# zeta: spin-orbit constant of the halogen p shell; Delta: t2 - e splitting.
import numpy as np
from scipy import constants as const
from pyscf import gto, dft, scf

EV_TO_CM = const.e / (const.h * const.c) / 100.0
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]

# ---------- electronegativity estimate ----------
K = 30000.0
chi_cl, chi_i = 3.0, 2.5
band_cl = 35000.0                      # rough position of the TiCl4 band, cm^-1
chi_metal = chi_cl - band_cl / K
band_i = K * (chi_i - chi_metal)
shift = K * (chi_cl - chi_i)
rounding = K * (0.05 + 0.05)

# ---------- molecular calculations ----------
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
bond_length = {"Cl": 2.17, "I": 2.55}  # rough values, angstrom
COARSE, FINE = (50, 302), (75, 434)    # radial and angular points per atom


def build(halogen, basis_name):
    atoms = [("Ti", (0.0, 0.0, 0.0))]
    atoms += [(halogen, tuple(bond_length[halogen] * d)) for d in directions]
    basis = {el: [sh for sh in gto.basis.load(basis_name, el) if sh[0] < 3]
             for el in ("Ti", halogen)}
    ecp = {"I": "def2-svp"} if halogen == "I" else {}
    return gto.M(atom=atoms, basis=basis, ecp=ecp, verbose=0)


def rotations(mol):
    """Identity and three C2 rotations as (signs, index) acting on basis functions."""
    slices = mol.aoslice_by_atom()
    result = []
    for axis_signs in np.sign(directions):
        x, y, z = axis_signs
        parity = {0: [1.0], 1: [x, y, z], 2: [x*y, y*z, 1.0, x*z, 1.0]}
        signs = np.concatenate([parity[int(mol.bas_angular(s))] * int(mol.bas_nctr(s))
                                for s in range(mol.nbas)])
        image = [0] + [1 + int(np.argmin(np.linalg.norm(directions - d*axis_signs, axis=1)))
                       for d in directions]
        index = np.concatenate([np.arange(slices[t][2], slices[t][3]) for t in image])
        result.append((signs, index))
    return result


def sum_rotated(matrix, operations):
    return sum(np.outer(s, s) * matrix[np.ix_(i, i)] for s, i in operations)


def set_grid(mf, size):
    """Keep the quarter x > 0, y > 0 of the grid with fourfold weight."""
    grids = mf.grids
    grids.reset()
    grids.atom_grid = size
    grids.build(with_non0tab=False)
    x, y = grids.coords[:, 0], grids.coords[:, 1]
    inside = [np.where(np.abs(v) < 1e-8, 0.5, (v > 0).astype(float)) for v in (x, y)]
    weights = 4.0 * grids.weights * inside[0] * inside[1]
    keep = weights != 0
    coords, weights = grids.coords[keep], weights[keep]
    padding = -len(weights) % 56       # zero-weight points complete the last block
    grids.coords = np.ascontiguousarray(np.vstack([coords, coords[:padding]]))
    grids.weights = np.concatenate([weights, np.zeros(padding)])
    grids.non0tab = None


def prepare(mol):
    """PBE object whose one-electron and fitting integrals are computed once."""
    operations = rotations(mol)
    mf = dft.RKS(mol, xc="PBE").density_fit(auxbasis="def2-universal-jfit")
    mf.with_df.build()
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    if len(mol._ecpbas) > 0:           # core potential of one iodine, then rotated
        one = mol.copy()
        one._ecpbas = mol._ecpbas[mol._ecpbas[:, 0] == 1]
        core = core + sum_rotated(one.intor("ECPscalar"), operations)
    mf.get_hcore = lambda *args: core
    integrate = mf._numint.nr_rks

    def symmetric_integration(*args, **kwargs):
        electrons, energy, matrix = integrate(*args, **kwargs)
        mf.grid_electrons = float(electrons)
        return electrons, energy, sum_rotated(np.asarray(matrix), operations) / 4.0

    mf._numint.nr_rks = symmetric_integration
    set_grid(mf, COARSE)
    mf.conv_tol = 1e-6
    mf.conv_tol_grad = 5e-4
    return mf


def solve(mf, moved, guess=None):
    """Self-consistency with 'moved' electrons taken evenly from t1 and put into e."""
    n_occ = mf.mol.nelectron // 2

    def occupations(mo_energy=None, mo_coeff=None):
        energy = mf.mo_energy if mo_energy is None else mo_energy
        order = np.argsort(energy)
        occ = np.zeros(len(energy))
        occ[order[:n_occ]] = 2.0
        occ[order[n_occ - 3:n_occ]] -= moved / 3.0
        occ[order[n_occ:n_occ + 2]] += moved / 2.0
        return occ

    mf.get_occ = occupations
    mf.kernel(dm0=guess)
    assert mf.converged
    assert abs(mf.grid_electrons - mf.mol.nelectron) < 0.02
    return mf.e_tot


def metal_share(mf, index):
    first, last = mf.mol.aoslice_by_atom()[0][2:4]
    c = mf.mo_coeff[:, index]
    return float(np.sum((c * (mf.get_ovlp() @ c))[first:last]))


def gap(mf):
    """Mean e level minus mean t1 level in eV, with a check of degeneracies."""
    n = mf.mol.nelectron // 2
    levels = mf.mo_energy * HARTREE_EV
    donor, acceptor = levels[n - 3:n], levels[n:n + 2]
    assert np.ptp(donor) < 0.02 and np.ptp(acceptor) < 0.02
    assert max(abs(metal_share(mf, i)) for i in range(n - 3, n)) < 0.01
    assert metal_share(mf, n) > 0.5
    return acceptor.mean() - donor.mean()


def field_splitting(mf):
    """First threefold level above e, minus e, in eV."""
    n = mf.mol.nelectron // 2
    levels = mf.mo_energy * HARTREE_EV
    for i in range(n + 2, n + 10):
        if np.ptp(levels[i:i + 3]) < 0.02:
            assert metal_share(mf, i) > 0.4
            return levels[i:i + 3].mean() - levels[n:n + 2].mean()
    raise AssertionError("no threefold acceptor level found")


small, large, fine, delta, share = {}, {}, {}, {}, {}
for halogen in ("Cl", "I"):
    mol = build(halogen, "def2-svp")
    mf = prepare(mol)
    solve(mf, 0.5)
    density = np.array(mf.make_rdm1())
    small[halogen] = gap(mf)
    delta[halogen] = field_splitting(mf)
    share[halogen] = metal_share(mf, mol.nelectron // 2)
    if halogen == "Cl":
        energy_difference = (solve(mf, 1.0, density) - solve(mf, 0.0, density)) * HARTREE_EV
    # Finer grid: levels of the half-transfer density, without new self-consistency.
    set_grid(mf, FINE)
    mf.mo_energy, mf.mo_coeff = mf.eig(mf.get_fock(dm=density), mf.get_ovlp())
    fine[halogen] = gap(mf)
    big = build(halogen, "def2-tzvp")
    mf = prepare(big)
    solve(mf, 0.5, np.array(scf.addons.project_dm_nr2nr(mol, density, big)))
    large[halogen] = gap(mf)

shift_small = (small["Cl"] - small["I"]) * EV_TO_CM
shift_fine = (fine["Cl"] - fine["I"]) * EV_TO_CM
shift_large = (large["Cl"] - large["I"]) * EV_TO_CM
assert abs(energy_difference - small["Cl"]) < 0.1     # midpoint rule
assert abs(shift_fine - shift_small) < 200.0          # grid
assert abs(shift_large - shift_small) < 1500.0        # basis
assert abs(shift_large - shift) < 0.3 * shift         # empirical rule, 30 percent
field_correction = -0.6 * (delta["Cl"] - delta["I"]) * EV_TO_CM

# ---------- spin-orbit coupling in the halogen p shells ----------
# Model ligand shell: bond-directed p orbitals lowered, p-p hopping between sites.
H0 = np.zeros((12, 12))
for a in range(4):
    H0[3*a:3*a+3, 3*a:3*a+3] = -1.5 * np.outer(directions[a], directions[a])
    for b in range(4):
        if a != b:
            d = directions[a] - directions[b]
            d = d / np.linalg.norm(d)
            H0[3*a:3*a+3, 3*b:3*b+3] = 0.30*np.outer(d, d) - 0.08*(np.eye(3)-np.outer(d, d))
top = np.linalg.eigvalsh(H0)[-1]
t1_z = np.cross([0, 0, 1], directions).ravel()
t1_z = t1_z / np.linalg.norm(t1_z)
assert np.allclose(H0 @ t1_z, top * t1_z)             # t1 is the top ligand level

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_s = np.zeros((6, 6), complex)
for i in range(3):
    ang = np.zeros((3, 3), complex)
    j, k = (i + 1) % 3, (i + 2) % 3
    ang[j, k], ang[k, j] = -1j, 1j
    l_dot_s += np.kron(ang, pauli[i] / 2)


def ligand_levels(zeta_ev):
    return np.linalg.eigvalsh(np.kron(H0, np.eye(2)) + zeta_ev * np.kron(np.eye(4), l_dot_s))


weak = 1e-5
slopes = (ligand_levels(weak)[-6:] - top) / weak
assert np.allclose(slopes, [-0.5, -0.5, 0.25, 0.25, 0.25, 0.25], atol=1e-3)
zeta_cl, zeta_i = 600.0, 5000.0                       # rough values, cm^-1
for zeta in (zeta_cl, zeta_i):
    rise = (ligand_levels(zeta / EV_TO_CM)[-1] - top) * EV_TO_CM
    assert zeta / 4 - 1e-6 <= rise <= zeta / 2 + 1e-6
so_low = zeta_i / 4 - zeta_cl / 2
so_high = zeta_i / 2 - zeta_cl / 4

# ---------- output ----------
print(f"Scale factor K: {K:.0f} cm^-1 = {K/EV_TO_CM:.3f} eV")
print(f"Optical electronegativity, chloride and iodide: {chi_cl:.1f}, {chi_i:.1f}")
print(f"Predicted red shift: {shift:.0f} cm^-1 = {shift/EV_TO_CM:.2f} eV")
print(f"TiCl4 band (rough input): {band_cl:.0f} cm^-1 = {1e7/band_cl:.0f} nm")
print(f"Titanium electronegativity deduced from it: {chi_metal:.2f}")
print(f"TiI4 band predicted: {band_i:.0f} cm^-1 = {1e7/band_i:.0f} nm")
print(f"Wavelength change: {1e7/band_i - 1e7/band_cl:.0f} nm")
print(f"Bond lengths Ti-Cl, Ti-I (rough input): {bond_length['Cl']}, {bond_length['I']} angstrom")
for halogen in ("Cl", "I"):
    print(f"Ti{halogen}4 PBE t1-e energy, double zeta: {small[halogen]:.3f} eV")
    print(f"Ti{halogen}4 PBE t1-e energy, triple zeta: {large[halogen]:.3f} eV")
    print(f"Ti{halogen}4 metal share of e orbital (Mulliken): {share[halogen]:.2f}")
    print(f"Ti{halogen}4 t2-e splitting Delta: {delta[halogen]:.2f} eV")
print(f"TiCl4 total-energy difference, one electron moved: {energy_difference:.3f} eV")
print(f"PBE red shift, double zeta: {shift_small:.0f} cm^-1")
print(f"PBE red shift, triple zeta: {shift_large:.0f} cm^-1 = {shift_large/EV_TO_CM:.2f} eV")
print(f"Change of shift with basis: {shift_large-shift_small:+.0f} cm^-1")
print(f"Change of shift with finer grid, fixed density: {shift_fine-shift_small:+.1f} cm^-1")
print(f"PBE shift minus electronegativity shift: {shift_large-shift:+.0f} cm^-1")
print(f"Rounding of electronegativities, at most: +/-{rounding:.0f} cm^-1")
print(f"Ligand-field correction to shift: {field_correction:+.0f} cm^-1")
print(f"Spin-orbit constants Cl, I (rough input): {zeta_cl:.0f}, {zeta_i:.0f} cm^-1")
print(f"Rise of iodide donor level: {zeta_i/4:.0f} to {zeta_i/2:.0f} cm^-1")
print(f"Rise of chloride donor level: {zeta_cl/4:.0f} to {zeta_cl/2:.0f} cm^-1")
print(f"Spin-orbit addition to red shift: {so_low:.0f} to {so_high:.0f} cm^-1")
print("all tests passed")
```

Printed output:

```
Scale factor K: 30000 cm^-1 = 3.720 eV
Optical electronegativity, chloride and iodide: 3.0, 2.5
Predicted red shift: 15000 cm^-1 = 1.86 eV
TiCl4 band (rough input): 35000 cm^-1 = 286 nm
Titanium electronegativity deduced from it: 1.83
TiI4 band predicted: 20000 cm^-1 = 500 nm
Wavelength change: 214 nm
Bond lengths Ti-Cl, Ti-I (rough input): 2.17, 2.55 angstrom
TiCl4 PBE t1-e energy, double zeta: 4.125 eV
TiCl4 PBE t1-e energy, triple zeta: 4.161 eV
TiCl4 metal share of e orbital (Mulliken): 0.82
TiCl4 t2-e splitting Delta: 0.81 eV
TiI4 PBE t1-e energy, double zeta: 2.619 eV
TiI4 PBE t1-e energy, triple zeta: 2.603 eV
TiI4 metal share of e orbital (Mulliken): 0.81
TiI4 t2-e splitting Delta: 0.56 eV
TiCl4 total-energy difference, one electron moved: 4.150 eV
PBE red shift, double zeta: 12148 cm^-1
PBE red shift, triple zeta: 12562 cm^-1 = 1.56 eV
Change of shift with basis: +414 cm^-1
Change of shift with finer grid, fixed density: +2.6 cm^-1
PBE shift minus electronegativity shift: -2438 cm^-1
Rounding of electronegativities, at most: +/-3000 cm^-1
Ligand-field correction to shift: -1226 cm^-1
Spin-orbit constants Cl, I (rough input): 600, 5000 cm^-1
Rise of iodide donor level: 1250 to 2500 cm^-1
Rise of chloride donor level: 150 to 300 cm^-1
Spin-orbit addition to red shift: 950 to 2350 cm^-1
all tests passed
```
